**Topping depolarisation on a square lattice**

The program examines μ = μ₀/(1 + Sα'/a³), where μ₀ is the isolated moment, μ the moment in the lattice, α' the polarizability volume, a the spacing and S the dipole lattice sum. It asserts that the point-dipole field agrees with that of an explicit charge pair. A theta-function integral, a tail-corrected direct sum and a zeta-function expression agree on S = 9.033622 within the stated tolerances. Finite patches with freely varying moments are solved and extrapolated, and their central moments agree with the formula at two couplings. Further assertions cover the softest normal mode on a grid, the in-plane sums, the potential step and the spacing at which that step is greatest. For μ₀ = 0.5 D, α' = 3 Å³ and a = 4 Å, the output gives μ = 0.351 D and a potential step of 0.827 V, compared with 1.177 V without depolarisation. These are results for point dipoles with linear response and no substrate screening.

## Verification by program

```python
"""
Topping depolarisation of identical normal dipoles on a square lattice:
    mu = mu0 / (1 + S * alpha_vol / a**3),  S = sum' (i^2 + j^2)^(-3/2)
mu0: isolated moment; mu: moment in the lattice; a: lattice spacing;
alpha_vol: polarizability / (4 pi eps0), a volume.
Point dipoles, linear response, no substrate screening.
The potential step across the layer is mu / (eps0 a^2).
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from mpmath import mp, zeta

mp.dps = 25


def squared_distances(n):
    i = np.arange(-n, n + 1, dtype=float)
    return i[:, None]**2 + i[None, :]**2


def inverse_cubes(n):
    r2 = squared_distances(n)
    r2[n, n] = np.inf
    return r2**-1.5


# Field of a dipole: explicit charge pair against the point-dipole expression.
def pair_field(p, r, separation=1e-3):
    size = np.linalg.norm(p)
    shift = 0.5 * separation * p / size
    q = size / separation
    rp, rm = r - shift, r + shift
    return q * (rp / np.linalg.norm(rp)**3 - rm / np.linalg.norm(rm)**3)


def dipole_field(p, r):
    d = np.linalg.norm(r)
    return 3 * np.dot(p, r) * r / d**5 - p / d**3


for p, r in [((0, 0, 1), (1.2, 0.7, 0)), ((1, 0, 0), (1.2, 0.7, 0)),
             ((0.3, -0.5, 0.8), (0.9, 1.1, -0.4))]:
    p, r = np.array(p, float), np.array(r, float)
    assert np.allclose(pair_field(p, r), dipole_field(p, r), atol=1e-5)
r = np.array([1.2, 0.7, 0.0])
normal_field = pair_field(np.array([0.0, 0.0, 1.0]), r)
assert np.allclose(normal_field, [0, 0, -np.linalg.norm(r)**-3], atol=1e-5)


# Lattice constant from the folded theta-function integral.
def theta_squared_minus_one(t):
    tail = 2 * sum(np.exp(-np.pi * m * m * t) for m in range(1, 7))
    return tail * (2 + tail)


theta_integral = quad(lambda t: (t**0.5 + t**-1.5)
                      * theta_squared_minus_one(t), 1, 15,
                      epsabs=1e-13, epsrel=1e-12)[0]
S = 2 * np.pi * (4 / 3 + theta_integral)
beta = (zeta(1.5, mp.mpf(1) / 4) - zeta(1.5, mp.mpf(3) / 4)) / 8
S_zeta = float(4 * zeta(1.5) * beta)
assert abs(S - S_zeta) < 1e-10

print("Lattice sum S (dimensionless)")
print(f"  8 pi/3 = {8*np.pi/3:.8f}; theta integral = {theta_integral:.8f}")
print(f"  S from theta integral = {S:.8f}")
print(f"  S from 4 zeta(3/2) beta(3/2) = {S_zeta:.8f}")
print("  n, direct sum, direct sum + 4 sqrt(2)/(n+1/2)")
for n in (10, 30, 100, 1000):
    L = n + 0.5
    raw = inverse_cubes(n).sum()
    corrected = raw + 4 * np.sqrt(2) / L
    print(f"  {n:5d}  {raw:.8f}  {corrected:.8f}")
    if n == 30:
        tail_coefficient = (S - corrected) * L**3
assert abs(corrected - S) < 1e-8
tail_theory = -5 * np.sqrt(2) / 12
assert abs(tail_coefficient / tail_theory - 1) < 0.01
print(f"  next tail coefficient: measured {tail_coefficient:.5f}, "
      f"theory {tail_theory:.5f}")


# Coupled dipoles in finite patches; the moments are free to differ.
def central_moment(m, coupling):
    i = np.arange(m, dtype=float)
    x, y = [g.ravel() for g in np.meshgrid(i, i)]
    r2 = (x[:, None] - x)**2 + (y[:, None] - y)**2
    np.fill_diagonal(r2, np.inf)
    matrix = coupling * r2**-1.5
    np.fill_diagonal(matrix, 1.0)
    return np.linalg.solve(matrix, np.ones(m * m))[m * m // 2]


# Example parameters: debye, cubic angstrom, angstrom.
mu0, alpha_vol, a = 0.5, 3.0, 4.0
x_example = alpha_vol / a**3
print("Central moment / mu0: patches 25x25, 51x51, extrapolated, formula")
# Extrapolation in 1/size leaves errors of order log(size)/size^2.
for coupling, tolerance in ((x_example, 1e-3), (2 / S, 3e-3)):
    small, large = central_moment(25, coupling), central_moment(51, coupling)
    limit = (51 * large - 25 * small) / 26
    formula = 1 / (1 + S * coupling)
    assert abs(limit / formula - 1) < tolerance
    print(f"  alpha'/a^3 = {coupling:.6f}: {small:.6f} {large:.6f} "
          f"{limit:.6f} {formula:.6f}")

# Modulated normal moments: locate the softest mode.
n = 300
i = np.arange(-n, n + 1)
k = np.linspace(0, np.pi, 25)
phases = np.cos(np.outer(k, i))
mode_sums = phases @ inverse_cubes(n) @ phases.T
softest = np.unravel_index(np.argmin(mode_sums), mode_sums.shape)
assert softest == (len(k) - 1, len(k) - 1)
S_checker = -(1 - 1 / np.sqrt(2)) * S
assert abs(mode_sums[-1, -1] - S_checker) < 1e-5
normal_limit = -1 / S_checker

# In-plane moments along x: uniform pattern and rows alternating in y.
n = 1000
i = np.arange(-n, n + 1, dtype=float)
r2 = squared_distances(n)
r2[n, n] = np.inf
kernel = (3 * i[:, None]**2 - r2) / r2**2.5
kernel[n, n] = 0.0
uniform_sum = kernel.sum()
striped_sum = (kernel * np.where(i % 2 == 0, 1.0, -1.0)[None, :]).sum()
assert abs(uniform_sum + 2 * np.sqrt(2) / (n + 0.5) - S / 2) < 1e-6
assert striped_sum > S / 2
print("Stability (dimensionless)")
print(f"  S(pi,pi): mode scan {mode_sums[-1,-1]:.6f}, theory {S_checker:.6f}")
print(f"  normal modes stable for alpha'/a^3 < {normal_limit:.5f}")
print(f"  in-plane coefficient: uniform S/2 = {S/2:.5f}, "
      f"striped = {striped_sum:.5f}")
print(f"  in-plane limits of alpha'/a^3: uniform {2/S:.5f}, "
      f"striped {1/striped_sum:.5f}")
print(f"  sufficient bound in example: 2 S alpha'/a^3 = {2*S*x_example:.5f}")
assert 2 * S * x_example < 1


# Potential above the layer, in units mu/(4 pi eps0 a^2), at height 3a.
def potential_above(n, height=3.0):
    return (height / (squared_distances(n) + height**2)**1.5).sum()


L1, L2 = 400.5, 800.5
V1, V2 = potential_above(400), potential_above(800)
half_step = (L2 * V2 - L1 * V1) / (L2 - L1)
assert abs(half_step / (2 * np.pi) - 1) < 1e-5
print(f"Half step / [mu/(4 pi eps0 a^2)]: sum {half_step:.6f}, "
      f"2 pi = {2*np.pi:.6f}")

# Worked example in SI units.
debye = 1e-21 / constants.c
angstrom = constants.angstrom
eps0 = constants.epsilon_0


def lattice_moment(spacing):
    return mu0 / (1 + S * alpha_vol / spacing**3)


def potential_step(moment, spacing):
    return moment * debye / (eps0 * (spacing * angstrom)**2)


mu = lattice_moment(a)
local_field = -S * mu * debye / (4 * np.pi * eps0 * (a * angstrom)**3)
alpha_SI = 4 * np.pi * eps0 * alpha_vol * angstrom**3
induced = alpha_SI * local_field / debye
assert abs(mu0 + induced - mu) < 1e-12
print("Worked example")
print(f"  mu0 = {mu0:.3f} D; alpha' = {alpha_vol:.3f} A^3; a = {a:.3f} A")
print(f"  density N = {1/(a*angstrom)**2:.4e} m^-2")
print(f"  alpha'/a^3 = {x_example:.6f}; S alpha'/a^3 = {S*x_example:.5f}")
print(f"  mu/mu0 = {mu/mu0:.5f}; mu = {mu:.5f} D")
print(f"  local field = {local_field*1e-9:.4f} V/nm; "
      f"induced moment = {induced:.5f} D")
print(f"  potential step without depolarisation = "
      f"{potential_step(mu0, a):.4f} V")
print(f"  potential step with depolarisation = {potential_step(mu, a):.4f} V")
print(f"  work-function change = {-potential_step(mu, a):.4f} eV")
print("  a (A), mu/mu0, potential step (V)")
for spacing in (4.0, 5.0, 6.0, 8.0, 12.0):
    moment = lattice_moment(spacing)
    print(f"  {spacing:5.1f}  {moment/mu0:.5f}  "
          f"{potential_step(moment, spacing):.4f}")

# Spacing of the largest step: numerical search against the stationary point.
search = minimize_scalar(lambda s: -potential_step(lattice_moment(s), s),
                         bounds=(1.0, 10.0), method="bounded",
                         options={"xatol": 1e-9})
a_best = (S * alpha_vol / 2)**(1 / 3)
assert abs(search.x - a_best) < 1e-5
assert abs(lattice_moment(search.x) / mu0 - 1 / 3) < 1e-5
print(f"  largest step: a = {search.x:.4f} A (theory {a_best:.4f} A), "
      f"step = {-search.fun:.4f} V")
print(f"  mu/mu0 at largest step = {lattice_moment(search.x)/mu0:.5f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Lattice sum S (dimensionless)
  8 pi/3 = 8.37758041; theta integral = 0.10441221
  S from theta integral = 9.03362168
  S from 4 zeta(3/2) beta(3/2) = 9.03362168
  n, direct sum, direct sum + 4 sqrt(2)/(n+1/2)
     10  8.49538093  9.03412895
     30  8.84817181  9.03364244
    100  8.97733516  9.03362226
   1000  9.02796766  9.03362168
  next tail coefficient: measured -0.58901, theory -0.58926
Central moment / mu0: patches 25x25, 51x51, extrapolated, formula
  alpha'/a^3 = 0.046875: 0.712843 0.707606 0.702571 0.702518
  alpha'/a^3 = 0.221395: 0.344048 0.338669 0.333497 0.333333
Stability (dimensionless)
  S(pi,pi): mode scan -2.645887, theory -2.645887
  normal modes stable for alpha'/a^3 < 0.37795
  in-plane coefficient: uniform S/2 = 4.51681, striped = 5.09887
  in-plane limits of alpha'/a^3: uniform 0.22140, striped 0.19612
  sufficient bound in example: 2 S alpha'/a^3 = 0.84690
Half step / [mu/(4 pi eps0 a^2)]: sum 6.283185, 2 pi = 6.283185
Worked example
  mu0 = 0.500 D; alpha' = 3.000 A^3; a = 4.000 A
  density N = 6.2500e+18 m^-2
  alpha'/a^3 = 0.046875; S alpha'/a^3 = 0.42345
  mu/mu0 = 0.70252; mu = 0.35126 D
  local field = -1.4864 V/nm; induced moment = -0.14874 D
  potential step without depolarisation = 1.1773 V
  potential step with depolarisation = 0.8271 V
  work-function change = -0.8271 eV
  a (A), mu/mu0, potential step (V)
    4.0  0.70252  0.8271
    5.0  0.82182  0.6192
    6.0  0.88852  0.4649
    8.0  0.94973  0.2795
   12.0  0.98456  0.1288
  largest step: a = 2.3841 A (theory 2.3841 A), step = 1.1047 V
  mu/mu0 at largest step = 0.33333
ALL CHECKS PASSED
```
